\section*{Field singularity at a capped interconnect line corner, part 2}

A cap of higher permittivity over an array of metal lines raises the field in the insulator between them. To explain this, we study the potential near one upper edge of a long, straight line.

The metal fills $x<0$, $y<0$. Dielectric $k_1$ lies beside its sidewall ($x>0$, $y<0$), and cap $k_2$ fills $y>0$. With $x=r\cos\theta$ and $y=r\sin\theta$, the sidewall is at $\theta=-\pi/2$, the interface between the dielectrics at $\theta=0$, and the metal top at $\theta=\pi$. The algebra uses atomic units, with $4\pi\varepsilon_0=1$ and $\nabla\cdot(k\nabla\phi)=-4\pi\rho$.

The working variable is $u=s(\phi_m-\phi)$, where $\phi_m$ is the metal potential and $s=\pm1$ for a line at higher or lower potential than its neighbours. The field magnitude is $E=|\nabla u|$, written $E_1$ in $k_1$ and $E_2$ in $k_2$.

Near a sharp edge without free charge, $u\simeq Cr^pf(\theta)$. With $a=\pi p/2$,
\begin{equation}
\cos2a=-\frac{k_1}{k_1+k_2},\qquad
\tan^2a=1+\frac{2k_1}{k_2},\qquad \frac12<p<1 .
\end{equation}
Equal permittivities give $p=2/3$. The angular function, with $f(0)=1$, is
\begin{equation}
f=\begin{cases}
\sin[p(\theta+\pi/2)]/\sin a, & \theta\le0,\\
\sin[p(\pi-\theta)]/\sin2a, & \theta\ge0 .
\end{cases}
\label{mode}
\end{equation}
Its norm $N=\int kf^2d\theta=\frac\pi2(k_1+k_2)$ can also be written
\begin{equation}
N=\frac\pi4\left(\frac{k_1}{\sin^2a}+\frac{2k_2}{\sin^22a}\right).
\label{norm1}
\end{equation}
The sines are given by
\begin{equation}
\sin^2a=\frac{1-\cos2a}{2}=\frac{2k_1+k_2}{2(k_1+k_2)},\qquad
\sin^22a=\frac{k_2(2k_1+k_2)}{(k_1+k_2)^2}.
\label{sines}
\end{equation}

The next modes have exponents $2-p$ and 2. Each mode is a sine in each dielectric and vanishes on the metal. Modes with different exponents are orthogonal with weight $k$. Negative powers of $r$ are excluded at a sharp edge by finite energy. The coefficient is therefore
\begin{equation}
C=\frac{2}{\pi(k_1+k_2)\,r^p}\int_{-\pi/2}^{\pi}k\,u(r,\theta)f(\theta)\,d\theta .
\label{amplitude}
\end{equation}
This holds at any $r$ for which the disk of that radius contains only this edge and its two dielectrics. For a line whose neighbours are all on the same side in potential, $C>0$.

The example has $k_1=2.7$ and $k_2=5.0$, hence $p=0.614$, a value also found by an independent finite-element solution in $\theta$. Its lines are 20 nm wide and 20 nm apart, with 1.0 V between neighbours.

\subsection{Fields, charge and energy near the edge}

The field components have magnitudes $|\partial u/\partial r|=pCr^{p-1}f$ and $|r^{-1}\partial u/\partial\theta|=Cr^{p-1}|f'|$. In each dielectric $f$ is a sine and $f'$ is $p$ times the matching cosine, up to sign. The sum of squares is therefore independent of angle:
\begin{equation}
E_1=\frac{pC\,r^{p-1}}{\sin a},\qquad E_2=\frac{pC\,r^{p-1}}{\sin2a}.
\label{fields}
\end{equation}
At leading order, the field magnitude at a given distance is the same everywhere in $k_1$, and has another uniform value in $k_2$. The direction does change with angle. With $\cos^2a=(1+\cos2a)/2=k_2/[2(k_1+k_2)]$,
\begin{equation}
\frac{E_2}{E_1}=\frac{\sin a}{\sin2a}=\frac1{2\cos a}
=\sqrt{\frac12\left(1+\frac{k_1}{k_2}\right)} .
\label{ratio}
\end{equation}
For $k_2>k_1$ the stronger field is in the low-permittivity material. The surface charge density on the metal is $kE/(4\pi)$. For the example, $E_2/E_1=0.8775$, and the density on the top divided by that on the sidewall at equal distance is $(5.0/2.7)\times0.8775=1.625$. The top has the smaller field and the larger charge.

The charge density diverges as $r^{p-1}$, but its integral from the edge grows as $r^p$ and is finite. The energy per unit length inside radius $r$ follows from $k|\nabla u|^2/(8\pi)$:
\begin{align}
W(r)&=\frac{p^2C^2}{8\pi}\int_0^r r'^{\,2p-1}dr'
\left(\frac{\pi}{2}\frac{k_1}{\sin^2a}+\pi\frac{k_2}{\sin^22a}\right)\nonumber\\
&=\frac{p^2C^2}{8\pi}\,\frac{r^{2p}}{2p}\,2N
=\frac{p(k_1+k_2)}{16}\,C^2r^{2p}.
\end{align}
The bracket equals $2N$ by (\ref{norm1}). The energy is finite although the field diverges at the edge.

A computed maximum field has no limit as the mesh is refined around a sharp edge. If it is sampled at a distance proportional to the cell size $h$, it grows as $h^{p-1}$. In the example, halving $h$ multiplies it by $2^{0.386}=1.31$. A field quoted near such an edge therefore needs a stated distance.

\subsection{A capped line array}

The example has lines 20 nm wide, 20 nm apart and 40 nm high, at alternating potentials with 1.0 V between neighbours. By symmetry, $u=0.5$ V on the plane midway between lines, and no flux crosses the plane through the middle of a line. The lower half of the line is replaced by a zero-flux cut at mid-height. The field there agrees with the uniform value $1.0\ \mathrm{V}/20\ \mathrm{nm}=0.500$ MV/cm within 1\%. A finite-volume solution on a grid refined towards the edge gives the potential in the remaining region.

Equation (\ref{amplitude}) yields $C=0.1045\ \mathrm{V\,nm}^{-p}$ at each of the radii 0.05, 1 and 8 nm. From (\ref{sines}), $\sin a=\sqrt{10.4/15.4}=0.822$. At $r=1$ nm,
\begin{equation}
E_1=\frac{0.614\times0.1045}{0.822}\ \mathrm{V/nm}
=0.781\ \mathrm{MV/cm}=0.00781\ \mathrm{V/\mbox{\AA}} .
\end{equation}
In the cap, $E_2=0.8775\,E_1=0.685$ MV/cm.

With the cap permittivity reduced to 2.7 and all else fixed, $E_1$ at 1 nm is 0.674 MV/cm, so the cap of permittivity 5.0 raises this leading-order field by a factor 1.16. How this divides between exponent and coefficient depends on a reference length. Take half the spacing, 10 nm. Between 10 nm and 1 nm the two power laws separate by $10^{0.667-0.614}=1.13$. The remaining factor, 1.03, is the ratio of the two laws extrapolated to 10 nm. On this reckoning most of the increase comes from the change of exponent. The full field in $k_1$, with the higher modes included, rises by less: by a factor 1.12 at 1 nm, about 1.05 at 3 nm, and 1.01 on the sidewall at 8 nm.

\subsection{Range of the leading term}

Along the interface the leading tangential field is $pCr^{p-1}$. It compares with the full solution as follows:
\begin{center}
\begin{tabular}{ccc}
$r$ (nm) & leading (MV/cm) & full (MV/cm)\\
0.1 & 1.56 & 1.57\\
1.0 & 0.642 & 0.676\\
3.0 & 0.420 & 0.475
\end{tabular}
\end{center}
Relative to the full solution, the leading term is less than 1\% low at 0.1 nm, 5\% low at 1 nm and 12\% low at 3 nm.

The next mode accounts for most of this difference. It multiplies the leading tangential field by $1+\eta r^{2-2p}$, with $r$ in nm. The values at 1 nm give $\eta=0.676/0.642-1=0.053$. The prediction at 3 nm is then $0.053\times3^{0.772}=0.12$, against 0.13 from the table.

The same mode affects the two walls with opposite signs. Its exponent is $q=2-p$, so $\sin(\pi q/2)=\sin a$ while $\sin\pi q=-\sin2a$. The wall-field ratio (\ref{ratio}) is therefore multiplied by $(1-\eta r^{2-2p})/(1+\eta r^{2-2p})$. At $r=0.005$ nm this lowers it from 0.8775 to 0.8759. The full solution gives 0.8760.

The slope of $\ln u$ against $\ln r$ on the interface, taken between 0.005 and 0.02 nm, is 0.615, compared with $p=0.614$. For equal permittivities it is 0.668, compared with $2/3$. These very small distances serve to check the mathematics of the continuum model. They have no meaning as positions in a real line.

\subsection{What the ideal corner leaves out}

The following changes were computed one at a time, with the voltage and the remaining parameters fixed. They refer to the tangential field on the interface, relative to the full solution without the change, at 1 nm unless stated.
\begin{center}
\begin{tabular}{lc}
Change & Effect\\
Cap 10 nm thick, $k=2.7$ above it & $-2.7\%$\\
Sidewall layer 2 nm thick, $k=4.0$ & $-10\%$\\
Interface charge $10^{11}\,e/\mathrm{cm}^2$ & $-4.1\%$\\
Edge radius 1 nm & $-14\%$\\
Edge radius 1 nm, at 3 nm & $-4.3\%$
\end{tabular}
\end{center}

The sidewall layer represents low-permittivity material damaged during processing. Close to the edge it replaces $k_1$ in the exponent and gives $p=0.647$, a weaker singularity. The 10\% also contains a change of coefficient, which was not separated.

The interface charge has the sign of the nearer line, so in this calculation it changes sign midway between the lines. Charge of one sign across the whole gap also shifts the potential on the midplane. At the same density it gives $-7.0\%$ at the line of the same sign and $+7.0\%$ at its neighbour. A uniform sheet of density $\sigma$ has a simple local solution: $u=4\pi s\sigma y/k_2$ in the cap and $u=0$ in $k_1$. It vanishes on both metal walls, is continuous, and has the required jump of flux. Its field is bounded, so the exponent is unchanged, and its tangential field on the interface is zero. The charge acts there through the coefficients of the modes. Since the equations are linear, the effect is proportional to the density and reverses with its sign. At $10^{12}\,e/\mathrm{cm}^2$ it would be $-41\%$, larger than any other entry.

For the rounded edge, the removed metal is replaced by $k_1$. The point $r=0$ no longer lies on the metal, so terms in $r^{-p}$ are allowed outside the rounded region. The leading mode becomes $C(r^p+br^{-p})f$. To find the sign of $b$, integrate $k(g\,\partial_nu-u\,\partial_ng)$, with $g=r^pf$, around the part of a disk outside the original metal quadrant. The total is zero, because $u$ and $g$ both satisfy the field equation there. The arc contributes $-2pNCb$. On the original walls $g=0$ and $\partial_ng<0$ along the outward normal, so they contribute $\int k\,u\,|\partial_ng|\,dl$, which is positive because $u>0$ where metal was removed. Hence $Cb>0$, and since $C$ stays positive for a small radius, $b>0$. The tangential field of the mode is multiplied by $1-br^{-2p}$. This component falls, and the effect should shrink by $3^{-1.228}=0.26$ between 1 and 3 nm. A stepped boundary on the grid gives $-14.1\%$ and $-4.6\%$; with the arc fitted and the mesh refined these become $-13.5\%$ and $-4.3\%$, a ratio of 0.32. Projection on $f$ outside the rounded region gives $b=0.169\ \mathrm{nm}^{2p}$ and a fall of $C$ by 0.65\%. The leading mode alone then changes the field by $-16.5\%$ at 1 nm and $-4.4\%$ at 3 nm. It accounts for the effect at 3 nm, while at 1 nm the other modes cancel about 3 percentage points.

The field on the flat metal walls changes the other way. It is perpendicular to the radius, and in the leading mode this component is multiplied by $1+br^{-2p}$. Rounding therefore raises the field on the walls next to the removed corner, while it lowers the tangential field on the interface.

Real metal screens over a finite length $\lambda$. The Thomas--Fermi estimate for a rough electron density of $8.5\times10^{22}\ \mathrm{cm}^{-3}$ is 0.055 nm. In the same estimate, with the electrons confined behind a hard flat wall, the field just inside the metal is $kE$ and the potential drop there is $kE\lambda$, as if the dielectric were thicker by $k\lambda$. For the cap this is 0.28 nm. At a real surface the electrons spill out, which moves the induced charge outwards and can cancel or reverse this shift. The value therefore serves only as a length scale, and the ideal law needs $r$ well above it.

The leading $E_1$ would reach a rough breakdown field of 5 MV/cm at $r=(0.781/5)^{1/0.386}=0.008$ nm. This is below the screening length, so the divergence does not by itself predict breakdown.

For electron escape, take a rough barrier of 2.0 eV. Direct tunnelling across 20 nm, with the barrier lowered everywhere by the full 1.0 eV and image forces neglected, has a factor of about $10^{-89}$ for the free-electron mass, and about $10^{-63}$ for half that mass. For thermionic emission, a uniform field equal to $E_1$ at 1 nm lowers the barrier by $\sqrt{E_1/k_1}$ in atomic units, or 0.20 eV. This uses the static permittivity; an optical value near 2.0, more appropriate to the image force, gives 0.24 eV and makes the current below about three times larger. At 378 K the free-electron Richardson formula then gives about $2\times10^{-17}\ \mathrm{A/cm}^2$. For this barrier both currents are too small to disturb the electrostatics directly. The thermionic current grows tenfold for every 0.075 eV taken off the barrier, so this conclusion depends on the rough value of 2.0 eV. Charge that is emitted and stays trapped over years is not covered by it. Conduction through traps is not included.

\subsection{Relation to real interconnects}

The parameters are rough, rounded values for copper damascene lines in organosilicate low-$k$ material under a silicon carbonitride cap. The conducting liner counts as part of the metal. The edge of a real line is not perfectly sharp: in the example a radius of 1 nm lowers the tangential field on the interface at 1 nm by 14\% and raises the field on the flat walls beside the rounded part. Larger radii extend the affected region. Trapped charge can matter more, but its density and sign depend on processing and electrical stress. The example contains no metal level above or below the lines. With the 10 nm cap, a plate 40 nm above the line tops changes $C$ by only 0.1\% if it is held at the mean potential of the lines. Held at the potential of the lower lines, it raises $C$ by roughly 18\% at the higher lines and lowers it as much at the lower ones; the exponent is unaffected. Roughness, a recessed or protruding line top, and slow dielectric wear-out under bias are also left out, so the fields above are not lifetime predictions.

For a 1 nm edge radius there is no wide interval in which the pure power law is accurate. Rounding matters at 1 nm, and the higher modes matter at 3 nm. The result is best used to choose a singular basis function or a graded mesh for a sharp-edged model, and to extract $C$ by (\ref{amplitude}). If the peak field at the metal is wanted, the rounded edge and any damaged layer have to be resolved explicitly. The computed values are collected in the numerical output.

\section*{Values computed for the example and the checks}
\begin{verbatim}
k1 beside sidewall, k2 of cap: 2.7, 5.0
line width, spacing, height: 20, 20, 40 nm
voltage between neighbours: 1.0 V
tan^2(pi p/2) from formula: 2.0800
p from formula: 0.61404
p from angular finite elements: 0.61404
next four angular exponents: 1.3860 2.0000 2.6141 3.3861
field exponent p-1: -0.3860
near-edge slope, full solution: 0.6149
near-edge slope with k2=k1: 0.6683
C at r=0.05, 1, 8 nm: 0.10451 0.10451 0.10451 V/nm^p
uniform mid-gap field V/s: 0.500 MV/cm
leading field in k1, in k2 at 0.5 nm: 1.020, 0.895 MV/cm
leading field in k1, in k2 at 1.0 nm: 0.781, 0.685 MV/cm
leading field in k1, in k2 at 3.0 nm: 0.511, 0.448 MV/cm
leading field in k1 at 1 nm: 0.00781 V/angstrom
leading field at 1 nm with k2=k1: 0.674 MV/cm
E2/E1 formula, full solution: 0.8775, 0.8760
surface charge ratio top/sidewall: 1.6250
interface tangential field at 0.1 nm, law and full: 1.561, 1.572 MV/cm
interface tangential field at 1.0 nm, law and full: 0.642, 0.676 MV/cm
interface tangential field at 3.0 nm, law and full: 0.420, 0.475 MV/cm
Changes below: tangential interface field at 1 nm unless stated
cap only 10 nm thick: -2.73 %
damaged sidewall 2 nm, k=4.0: -10.29 %
p inside damaged layer: 0.6466
trapped charge 1e+11 e/cm2: -4.10 %
rounding radius 1 nm, at 1 nm: -14.1 %
rounding radius 1 nm, at 3 nm: -4.6 %
rough metal electron density: 8.5e+22 per cm3
metal screening length: 0.0553 nm
k2 times screening length: 0.276 nm
rough breakdown field: 5.0 MV/cm
radius where ideal k1 field reaches it: 0.0081 nm
rough barrier, temperature: 2.0 eV, 378 K
log10 direct tunnelling factor (upper estimate): -89
image barrier lowering at 1 nm field: 0.204 eV
thermionic current density: 2.0e-17 A/cm2
\end{verbatim}
